# Why slow pair creation near a nucleus favours fast positrons

A photon slightly above the pair threshold is absorbed near a nucleus, and an electron and a positron share the small kinetic energy that remains. The nucleus attracts one and repels the other, so the positron might be expected to leave with the larger share. Yet the Born spectrum, computed to lowest order in the nuclear field, is unchanged when the two energies are exchanged. Which part of the Coulomb interaction is missing from it, and how much of the asymmetry does that part supply?

## The model

The nucleus is a fixed, bare point charge \(Z\). Screening, nuclear size, recoil and radiative corrections are left out, and one photon is absorbed. In atomic units \(c=1/\alpha\). It is convenient to scale by powers of \(c\):

\[
\zeta=\frac Zc=Z\alpha,\qquad x=cr,\qquad \varepsilon=\frac{E}{c^2},\qquad p=\sqrt{\varepsilon^2-1}.
\]

Thus \(x\) counts reduced Compton lengths, \(p\) is momentum divided by \(c\), and the velocity ratio is \(\beta=p/\varepsilon\). The Coulomb parameter of either particle is

\[
\eta_\pm=\frac{Z}{v_\pm}=\frac{\zeta}{\beta_\pm}>0 .
\]

The scaled Hamiltonian is \(H_Z=\boldsymbol\alpha\cdot\mathbf p+\beta_D-\zeta/x\), where \(\beta_D\) is the Dirac matrix. Creation lifts an electron from a state of energy \(-\varepsilon_+\) to one of energy \(\varepsilon_-\), with \(k=\varepsilon_-+\varepsilon_+\). The amplitude is

\[
M=\int\psi_-^\dagger\,\boldsymbol\alpha\cdot\mathbf A\,\psi_{\rm neg}\,d^3x,\qquad \mathbf A=\mathbf e\,e^{i\mathbf k\cdot\mathbf x}.
\]

Let \(\sigma(T_-,T_+;Z)\) be the cross section per unit positron energy, integrated over angles, summed over spins and averaged over photon polarization. With energy-normalized states it is the sum of \(|M|^2\) times a factor depending on \(k\) alone.

## First contribution: the Born term

Let \(U=i\beta_D\alpha_y\). The anticommutation rules give \(U\boldsymbol\alpha^*U^{-1}=\boldsymbol\alpha\) and \(U\beta_D^*U^{-1}=-\beta_D\). Complex conjugation also reverses \(\mathbf p=-i\nabla\), so

\[
UH_Z^*U^{-1}=-\boldsymbol\alpha\cdot\mathbf p-\beta_D-\frac{\zeta}{x}=-H_{-Z}.
\]

Therefore, if \(H_Z\psi=\varepsilon\psi\), then \(U\psi^*\) has energy \(-\varepsilon\) in the field of \(-Z\). The positron wave \(\phi_+=U\psi_{\rm neg}^*\) has positive energy \(\varepsilon_+\) and feels a repulsive nucleus.

Now transform both states, with \(\phi_{\rm neg}=U\psi_-^*\). Since \(U^\dagger\boldsymbol\alpha U=\boldsymbol\alpha^*\),

\[
\int\phi_+^\dagger\boldsymbol\alpha\cdot\mathbf A\,\phi_{\rm neg}
=\int\psi_{\rm neg}^{T}\boldsymbol\alpha^*\cdot\mathbf A\,\psi_-^*
=\int\psi_-^\dagger\boldsymbol\alpha\cdot\mathbf A\,\psi_{\rm neg}.
\]

The last step transposes a number and uses \(\boldsymbol\alpha^\dagger=\boldsymbol\alpha\). The left side creates an electron of energy \(\varepsilon_+\) and a positron of energy \(\varepsilon_-\) near \(-Z\). Summing over final states gives, within the model,

\[
\boxed{\sigma(T_-,T_+;Z)=\sigma(T_+,T_-;-Z).}
\]

Without the nucleus the amplitude vanishes: \(k=\varepsilon_-+\varepsilon_+>p_-+p_+\), so the pair cannot carry the photon's momentum. The first nonzero amplitude is linear in \(Z\), and the Born spectrum is proportional to \(Z^2\). Reversing \(Z\) does not change it, so exchanging the energies does not either. The first term that can distinguish the particles is the interference of first and second order in the field, proportional to \(Z^3\).

## Second contribution: Coulomb normalization

Write a partial wave as \(\psi=x^{-1}(iP\,\Omega_\kappa,\;Q\,\Omega_{-\kappa})\), with spinor harmonics \(\Omega_\kappa\). The electron radial equations are

\[
P'=-\frac{\kappa}{x}P-\Big(\varepsilon+1+\frac{\zeta}{x}\Big)Q,\qquad
Q'=\frac{\kappa}{x}Q+\Big(\varepsilon-1+\frac{\zeta}{x}\Big)P .
\]

The positron wave \(\phi_+\) obeys them with \(\zeta\to-\zeta\), so one calculation serves both.

Near the origin \(P\simeq a_0x^\gamma\), \(Q\simeq b_0x^\gamma\), with

\[
(\gamma+\kappa)a_0+\zeta b_0=0,\qquad(\gamma-\kappa)b_0-\zeta a_0=0 .
\]

A nonzero solution requires \(\gamma^2=\kappa^2-\zeta^2\). Fix the scale by \(a_0=1,\ b_0=\zeta/(\gamma-\kappa)\) for \(\kappa<0\), and by \(b_0=1,\ a_0=-\zeta/(\gamma+\kappa)\) for \(\kappa>0\). Both \(a_0^2\) and \(b_0^2\) are even in \(\zeta\). Call this the reduced solution. It must be multiplied by \(N\) to acquire unit energy normalization.

To find \(N\), define \(F=P/\sqrt{\varepsilon+1}+iQ/\sqrt{\varepsilon-1}\). Substitution gives

\[
F'=i\Big(p+\frac{\nu}{x}\Big)F+\frac{\lambda}{x}F^*,\qquad
\nu=\frac{\zeta\varepsilon}{p},\quad \lambda=-\kappa+\frac{i\zeta}{p}.
\]

Here \(|\lambda|^2=\kappa^2+\zeta^2/p^2=\gamma^2+\nu^2\), because \(\nu^2-\zeta^2/p^2=\zeta^2\). Put \(F=x^\gamma e^{ipx}f\). The equation for \(F\) then gives

\[
F^*=\frac{x^\gamma e^{ipx}}{\lambda}\big[xf'+(\gamma-i\nu)f\big].
\]

Insert this in the conjugate equation. The terms in \(f/x\) cancel by the value of \(|\lambda|^2\), leaving

\[
xf''+(2\gamma+1+2ipx)f'+2ip(\gamma-i\nu)f=0 .
\]

With \(z=-2ipx\) this is the confluent equation, whose regular solution is \(f=f_0\,{}_1F_1(\gamma-i\nu;2\gamma+1;-2ipx)\). Its dominant part at large \(x\) is

\[
f_0\,\frac{\Gamma(2\gamma+1)}{\Gamma(\gamma+1+i\nu)}(2ipx)^{-\gamma+i\nu};
\]

the other part is smaller by \(1/x\). Since \(|i^{i\nu}|=e^{-\pi\nu/2}\),

\[
|F|^2\to|f_0|^2\frac{\Gamma(2\gamma+1)^2e^{-\pi\nu}}{(2p)^{2\gamma}|\Gamma(\gamma+1+i\nu)|^2}.
\]

For energy normalization, \(|F|^2\) must tend to a particular \(A^2\). The far density averages to \(A^2\varepsilon\), so the overlap of neighbouring states is \(\pi A^2\varepsilon\,\delta(p-p')=\pi A^2p\,\delta(\varepsilon-\varepsilon')\), using \(d\varepsilon/dp=p/\varepsilon\). Hence \(A^2=1/(\pi p)\). For the reduced solution \(|f_0|^2=a_0^2/(\varepsilon+1)+b_0^2/(\varepsilon-1)\), and therefore

\[
\boxed{N^2=e^{\pi\nu}\,
\frac{(2p)^{2\gamma}|\Gamma(\gamma+1+i\nu)|^2}
{\pi p\,\Gamma(2\gamma+1)^2\big[a_0^2/(\varepsilon+1)+b_0^2/(\varepsilon-1)\big]} }
\]

The fraction is even in \(Z\), because \(\Gamma(\gamma+1-i\nu)\) is the conjugate of \(\Gamma(\gamma+1+i\nu)\). The normalization factor is thus not itself odd in \(Z\alpha\). Its logarithm has an odd part, \(\pi\nu\), equal to \(+\pi\eta_-\) for the electron and \(-\pi\eta_+\) for the positron. This odd part is the same for every \(\kappa\), so it comes out of the sum over partial waves:

\[
\sigma(T_-,T_+;Z)=e^{\pi(\eta_--\eta_+)}\,\sigma_0(T_-,T_+;Z).
\]

Exchange the energies and divide. The exponent changes sign, so

\[
\boxed{R\equiv\frac{\sigma(T_-,T_+;Z)}{\sigma(T_+,T_-;Z)}
=e^{2\pi(\eta_--\eta_+)}\rho,\qquad
\rho=\frac{\sigma_0(T_-,T_+;Z)}{\sigma_0(T_+,T_-;Z)} }
\]

If the positron is faster, \(\eta_+<\eta_-\) and the exponential exceeds one.

## Third contribution: the overlap at short distance

The factor \(\rho\) contains whatever asymmetry the normalization does not. To estimate it, let \(p_\pm\) and \(\zeta\) shrink together in proportion to a small number \(s\), with \(\eta_\pm\) fixed. The higher coefficients of the reduced solution follow from

\[
\begin{aligned}
(\gamma+n+\kappa)a_n+\zeta b_n&=-(\varepsilon+1)b_{n-1},\\
(\gamma+n-\kappa)b_n-\zeta a_n&=(\varepsilon-1)a_{n-1}.
\end{aligned}
\]

The determinant is \(n(n+2\gamma)\), which does not vanish. No inverse momentum appears: the reduced solution depends smoothly on \(\zeta\) and \(\varepsilon-1\simeq p^2/2\).

The overlap integral preserves this property. Beyond a fixed radius its contour can be turned into the upper half plane, where the outgoing photon wave decays as \(e^{-ky}\) with \(k\ge2\). Near threshold the slow particle waves cannot overcome that decay, so on the turned contour the overlap is set at \(|x|\) of order \(1/k\). Along the real axis the same value emerges only after the oscillations at larger distances cancel.

Each reduced overlap is therefore a series in \(\zeta\), \(p_-^2\) and \(p_+^2\). A term \(\zeta^a p_-^{2b}p_+^{2d}\) is of order \(s^{a+2b+2d}\). All terms of the same order have the same parity in \(a\), so the leading group is either even or odd in \(\zeta\), and its square is even. The first odd correction to the rate is smaller by one power of \(s\). Since charge conjugation makes \(\ln\rho\) odd in \(Z\),

\[
\ln\rho=O(Z\alpha)\quad\text{near threshold at fixed }\eta_\pm ,
\]

whereas \(2\pi(\eta_--\eta_+)\) stays finite. This limit isolates the cause: the asymmetry that survives comes from the normalization.

The computed sequence has \(\eta_-\simeq1\) and \(\eta_+\simeq0.5\), hence an exponent near \(\pi\). For \(Z\alpha=0.10,\ 0.03,\ 0.01\), \(\ln\rho\) is \(-0.129,\ -0.039,\ -0.013\). It falls in proportion to \(Z\alpha\), as the counting requires. Its negative sign is a computed result, which the counting does not predict.

## What each particle contributes

For a slow s wave the normalization takes a familiar form. Set \(\kappa=-1\), \(\gamma\to1\), \(b_0\to\zeta/2\). The square bracket in \(N^2\) tends to \(\tfrac12(1+\nu^2)\), while

\[
|\Gamma(2+i\nu)|^2=(1+\nu^2)\frac{\pi\nu}{\sinh\pi\nu}.
\]

The factors \(1+\nu^2\) cancel. Relative to a free particle, the density near the nucleus is multiplied by the Sommerfeld factor

\[
S(\nu)=e^{\pi\nu}\frac{\pi\nu}{\sinh\pi\nu}
=\frac{2\pi\nu}{1-e^{-2\pi\nu}} ,\qquad
S(-\eta)=e^{-2\pi\eta}S(\eta).
\]

Two limits show how the particles divide the effect.

- For \(\eta\ll1\), \(S(\pm\eta)\simeq1\pm\pi\eta\). Attraction and repulsion contribute equally to the exponent of \(R\).
- For \(\eta\gg1\), \(S(\eta)\simeq2\pi\eta\) and \(S(-\eta)\simeq2\pi\eta\,e^{-2\pi\eta}\). The product of the prefactors is symmetric under exchange, so the exponential asymmetry comes from the positron.

The second limit is tunnelling. A slow positron of kinetic energy \(p^2/2\) has its classical turning point at \(x_t=2\zeta/p^2\), outside the creation region. The barrier integral is

\[
2\int_0^{x_t}\!\sqrt{\frac{2\zeta}{x}-p^2}\,dx
=2p\int_0^{x_t}\!\sqrt{\frac{x_t}{x}-1}\,dx
=\pi p x_t=2\pi\frac{\zeta}{p}=2\pi\eta .
\]

A slow positron must therefore be created under a barrier. A slow electron has no such obstacle.

## Why Born times two Sommerfeld factors is not enough

The shortcut \(\sigma_{\rm Born}S(\eta_-)S(-\eta_+)\) has the right exponential, but its size is not controlled. It would be justified if the leading Born amplitude created both particles in s waves. That amplitude vanishes at threshold.

To see this, let \(G(E,\mathbf q)=(E+\boldsymbol\alpha\cdot\mathbf q+\beta_D)/(E^2-1-q^2)\) be the free propagator. The photon may act before or after the nucleus, so the Born operator is proportional to

\[
G(\varepsilon_-,\mathbf k-\mathbf p_+)\,\boldsymbol\alpha\cdot\mathbf e
+\boldsymbol\alpha\cdot\mathbf e\,G(-\varepsilon_+,\mathbf p_--\mathbf k).
\]

At \(p_\pm=0\), \(k=2\), both denominators equal \(-4\). The initial spinor \(w\) satisfies \(\beta_Dw=-w\), and \(\beta_D\) anticommutes with \(\boldsymbol\alpha\). The numerators acting on \(w\) give

\[
(2+\boldsymbol\alpha\cdot\mathbf k)\,\boldsymbol\alpha\cdot\mathbf e\,w
-\boldsymbol\alpha\cdot\mathbf e\,(2+\boldsymbol\alpha\cdot\mathbf k)\,w
=2\,\boldsymbol\alpha\cdot\mathbf k\;\boldsymbol\alpha\cdot\mathbf e\,w ,
\]

because \(\mathbf k\perp\mathbf e\). Two \(\boldsymbol\alpha\) matrices leave \(\beta_D=-1\), and the final electron at rest has \(\beta_D=+1\). The matrix element is zero.

The Born amplitude thus begins linearly in \(\mathbf p_\pm\). After angular integration, with phase space \(p_-p_+\), the threshold spectrum is proportional to \(p_-p_+(p_-^2+p_+^2)\). One particle is then in a p wave, with a different even normalization. For example, \(\kappa=-2\) in the formula for \(N^2\) gives a slow particle \((1+\eta^2)S(\nu)\) instead of \(S(\nu)\). An s-wave pair amplitude of order \(\zeta^2\) can also compete with the Born amplitude of order \(\zeta p\). These changes affect the size of the spectrum, while the common exponential remains.

## Weighing the contributions at a finite charge

Take a model charge \(Z=30\), for which \(Z\alpha=0.2189\), and a photon \(100000\) eV above threshold. Give one particle \(25000\) eV and the other \(75000\) eV. Their velocity ratios are \(0.3018\) and \(0.4895\), so

\[
\eta_{\rm slow}=\frac{0.2189}{0.3018}=0.725,\qquad
\eta_{\rm fast}=\frac{0.2189}{0.4895}=0.447 .
\]

The exponential part of the preference for the fast positron is

\[
e^{2\pi(0.7253-0.4472)}=e^{1.747}=5.74 .
\]

How this is divided between the particles depends on the partial wave. For slow s waves the Sommerfeld factors give an estimate. Making the electron slow instead of fast changes its factor by \(4.605/2.990=1.54\). Making the positron fast instead of slow changes its factor by \(0.1800/0.04832=3.73\). Their product is again \(5.74\), with the larger share from the positron.

Distances support the barrier picture. With the reduced Compton length \(0.003862\) angstrom, the nonrelativistic turning point of the slow positron is

\[
\frac{0.2189\times510999}{25000}\times0.003862=0.0173\ \text{angstrom}.
\]

The photon's reduced wavelength is \(0.003862\times510999/1121998=0.00176\) angstrom, about one tenth of that.

The full calculation in the Coulomb field gives

\[
R=\frac{18.87\times10^{-17}}{4.461\times10^{-17}}=4.23,\qquad
\rho=\frac{4.23}{5.74}=0.737 .
\]

In logarithms, normalization contributes \(+1.75\) and the short-distance overlap \(-0.30\). The overlap removes about one sixth of the exponent but does not reverse it. When the fast particle's share is 0.60 the overlap removes about one fifth of the exponent, and when it is 0.90 about one ninth:

| Fast particle's share | Exponential | \(R\) | \(\rho\) |
|---|---:|---:|---:|
| 0.60 | 1.81 | 1.61 | 0.886 |
| 0.75 | 5.74 | 4.23 | 0.737 |
| 0.90 | 84.9 | 51.8 | 0.610 |

The shortcut fares worse for absolute size. For the fast positron it gives \(7.24\times10^{-17}\) angstrom²/eV, against \(18.87\times10^{-17}\) from the full calculation, too small by a factor of \(2.6\). For the slow positron the factor is \(3.5\). The Born value is \(8.74\times10^{-17}\) angstrom²/eV in both cases.

Integrated over the spectrum, the mean positron energy rises from \(50000\) eV in Born approximation to \(68100\) eV, leaving \(31900\) eV for the electron. The total cross section rises from \(7.92\times10^{-12}\) to \(11.72\times10^{-12}\) angstrom², a factor of \(1.48\). The field therefore changes the total as well as the sharing; integrating \(\sigma(T_-,T_+;Z)=\sigma(T_+,T_-;-Z)\) over the sharing shows that the total is even in \(Z\), so the odd terms cancel in it and its change comes entirely from corrections even in \(Z\).

## The ends of the spectrum and the limits of the result

For large \(|\nu|\), \(|\Gamma(\gamma+1+i\nu)|^2\simeq2\pi|\nu|^{2\gamma+1}e^{-\pi|\nu|}\). As the electron slows, the exponentials in \(N^2\) cancel and the powers of \(p\) cancel too, so \(N^2\) tends to a finite value. As the positron slows, a factor \(e^{-2\pi\eta_+}\) remains. The bare-Coulomb spectrum can thus stay finite at the slow-electron end and is extinguished at the slow-positron end. The Born spectrum vanishes at both.

At equal energies \(R=1\) by definition: a preference for one particle needs unequal speeds to show itself. At high energy, with both \(\beta_\pm\) near one, \(\eta_--\eta_+\) tends to zero. The exponent no longer dominates \(\ln\rho\), and the argument then leaves the sign of the asymmetry undecided.

In a neutral atom the electrons screen the nucleus. Well inside the cloud, the electrons lower the positron's potential energy by a nearly constant amount \(V_0\), so near the nucleus it moves as if its kinetic energy were \(T_++V_0\) instead of \(T_+\). For a slow positron \(\eta_+\propto T_+^{-1/2}\), and the exponent \(2\pi\eta_+\) therefore falls by about \(\pi\eta_+V_0/T_+\) when \(V_0\ll T_+\). The bare-charge normalization is a good approximation for the positron only while this change is much smaller than one. The worked case does not meet this condition in a neutral atom. For \(Z=30\) a Thomas–Fermi cloud in Molière's form gives \(V_0\approx3900\) eV, so the estimate is about \(0.36\) for the \(25000\) eV positron. The estimate runs somewhat high: in that screened potential the logarithm of the s-wave normalization rises by about \(0.28\), and \(R\) falls from \(4.23\) to about \(3.4\). The end-point behaviour above must not be carried over to a neutral atom unchanged, and the worked numbers hold for the bare charge alone. The numerical output gives the full set of values for the unscreened model.

## Computed values

```
electron rest energy = 510999.0 eV
model charge Z = 30, Z alpha = 0.21892
photon energy = 1121997.9 eV
kinetic energy shared = 100000 eV
reduced Compton length = 0.003862 angstrom
25000 eV particle: v/c = 0.3018, eta = 0.7253
75000 eV particle: v/c = 0.4895, eta = 0.4472
S electron 25000 eV = 4.6054
S positron 75000 eV = 0.1800
S electron 75000 eV = 2.9901
S positron 25000 eV = 0.04832
spectra in angstrom^2/eV; shortcut = Born*S_e*S_p
T_positron 10000 eV: Born 6.0397e-17, all-order 3.9852e-18, shortcut 1.0384e-18
T_positron 25000 eV: Born 8.7368e-17, all-order 4.4608e-17, shortcut 1.2624e-17
T_positron 50000 eV: Born 1.0102e-16, all-order 1.3165e-16, shortcut 4.3066e-17
T_positron 75000 eV: Born 8.7368e-17, all-order 1.8872e-16, shortcut 7.2424e-17
T_positron 90000 eV: Born 6.0397e-17, all-order 2.0641e-16, shortcut 8.8146e-17
R = (fast positron)/(fast electron), energies exchanged
fast share 0.60: exponential 1.8125, R 1.6060, rho 0.8861
fast share 0.75: exponential 5.7370, R 4.2307, rho 0.7374
fast share 0.90: exponential 84.8849, R 51.7926, rho 0.6102
total Born cross section = 7.9243e-12 angstrom^2
total all-order cross section = 1.1724e-11 angstrom^2
mean positron energy, Born = 50000 eV
mean positron energy, all-order = 68093 eV
mean electron energy, all-order = 31907 eV
threshold limit, eta_e near 1 and eta_p near 0.5
Z alpha 0.10: exponent 3.1107, ln R 2.9814, ln rho -0.1293
Z alpha 0.03: exponent 3.1388, ln R 3.0996, ln rho -0.0392
Z alpha 0.01: exponent 3.1413, ln R 3.1282, ln rho -0.0131
Born threshold coefficient = 0.16654
weak-field all-order/Born = 0.999998
largest far-amplitude error = 9.3e-04
gauge difference = 3.7e-12
charge-conjugation difference = 2.2e-16
partial-wave change = 9.2e-05
```
